# Small-Polaron Mobility from Nonadiabatic Marcus Hops: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: quantum phonons and diffusion

In a model of a small polaron whose barrier to hopping is 0.300 eV, the logarithm of the mobility at 600 K, plotted against $-1/kT$, has a slope of only 0.222 eV. The barrier has not changed with temperature, and neither has any other parameter. The missing 0.078 eV equals $3kT/2$, since $kT=0.0517$ eV. It comes from a factor $T^{-3/2}$ in front of the exponential:

$$
\mu=\frac{ea^2}{kT}\,\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}\;e^{-\lambda/4kT}. \tag{1}
$$

Here $J$ is the electronic coupling between neighbouring sites, $\lambda$ is the reorganization energy of a hop, and $a$ is a length fixed by the site lattice. The carrier has charge $+e$, as a hole has. All three parameters are taken as independent of temperature.

### The model of one hop

A small polaron is a carrier held on one site by the lattice distortion that it causes. Consider two equivalent neighbouring sites, with the carrier on the first. Let $H_i$ be the lattice Hamiltonian in that state and $H_f$ the one that applies when the carrier is on the second site. The lattice is harmonic, and moving the carrier shifts the equilibrium positions but not the frequencies. Measuring displacements from the initial equilibrium and dropping the common zero-point energy,

$$
H_i=\sum_q\hbar\omega_q b_q^\dagger b_q,\qquad
H_f=\sum_q\hbar\omega_q(b_q^\dagger-g_q)(b_q-g_q).
$$

The phases of the $b_q$ are chosen to make $g_q$ real. Both Hamiltonians have the same lowest energy, because the sites are equivalent. Define

$$
S_q=g_q^2,\qquad \lambda=\sum_q S_q\hbar\omega_q .
$$

Setting $b_q=0$ in $H_f$ shows what $\lambda$ means: it is the energy of the final state if the carrier moves while the lattice stays at the initial equilibrium. It therefore includes the distortion at both sites.

The coupling $J$ does not depend on the lattice coordinates. It is treated to lowest order, which is the meaning of a nonadiabatic hop in this derivation.

### The rate as a time integral

Start with the carrier on the first site and the lattice in thermal equilibrium under $H_i$. To first order in $J$, a lattice state $|n\rangle$ acquires on the second site the component

$$
-\frac{iJ}{\hbar}\int_0^t dt_1\,
e^{-iH_f(t-t_1)/\hbar}e^{-iH_it_1/\hbar}|n\rangle .
$$

Its squared norm, averaged over the thermal distribution, is the probability of transfer. In the product of this expression with its adjoint, the two middle factors combine:

$$
e^{iH_f(t-t_2)/\hbar}e^{-iH_f(t-t_1)/\hbar}=e^{-iH_f(t_2-t_1)/\hbar}.
$$

The thermal weight commutes with $H_i$, so the outer factors can also be combined under the trace. Only $s=t_2-t_1$ remains:

$$
P(t)=\frac{J^2}{\hbar^2}\int_{-t}^{t}(t-|s|)\,C(s)\,ds,\qquad
C(s)=\left\langle e^{iH_is/\hbar}e^{-iH_fs/\hbar}\right\rangle_i .
$$

The factor $t-|s|$ is the length of the line of constant $t_2-t_1$ within the square of integration, measured along $t_1$. If $C$ decays in a time much shorter than $t$, while $P(t)$ is still small, then $P$ grows linearly with slope

$$
k=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}C(s)\,ds. \tag{2}
$$

This $k$ is the rate to one particular neighbour. Decay requires the phonons to have a range of frequencies, since a single mode would return to its starting phase after each period.

### The thermal average

Consider one mode and omit its index. The displacement operator $\mathcal D(z)=e^{zb^\dagger-z^*b}$ satisfies $\mathcal D(g)\,b\,\mathcal D^\dagger(g)=b-g$. Hence $H_f=\mathcal D(g)H_i\mathcal D^\dagger(g)$, and the same transformation applies to the exponential of $H_f$. Since $e^{iH_is/\hbar}b^\dagger e^{-iH_is/\hbar}=b^\dagger e^{i\omega s}$,

$$
C(s)=\left\langle \mathcal D(ge^{i\omega s})\,\mathcal D(-g)\right\rangle .
$$

Two displacements combine as $\mathcal D(z_1)\mathcal D(z_2)=\mathcal D(z_1+z_2)\,e^{(z_1z_2^*-z_1^*z_2)/2}$, because the commutator of their exponents is a number. Here the phase exponent is

$$
\tfrac12\left(-g^2e^{i\omega s}+g^2e^{-i\omega s}\right)=-iS\sin\omega s,
$$

and the total displacement is $z=g(e^{i\omega s}-1)$, with $|z|^2=2S(1-\cos\omega s)$.

It remains to average $\mathcal D(z)=e^{-|z|^2/2}e^{zb^\dagger}e^{-z^*b}$. Let $A(y)=e^{zb^\dagger}e^{-yb}$ and $f(y)=\langle A(y)\rangle$, so that $f'(y)=-\langle A\,b\rangle$. For the thermal weight $\rho\propto e^{-\hbar\omega b^\dagger b/kT}$ one has $b\rho=e^{-\hbar\omega/kT}\rho b$. Moving $b$ cyclically under the trace, and then through $e^{zb^\dagger}$, gives

$$
\langle A\,b\rangle=e^{-\hbar\omega/kT}\langle b\,A\rangle
=e^{-\hbar\omega/kT}\left(\langle A\,b\rangle+z\langle A\rangle\right).
$$

Solving for $\langle A\,b\rangle$ gives $\langle A\,b\rangle=z\bar n\langle A\rangle$, where $\bar n=1/(e^{\hbar\omega/kT}-1)$. Therefore $f'=-z\bar nf$. Since $f(0)=\langle e^{zb^\dagger}\rangle=1$, setting $y=z^*$ gives $f=e^{-\bar n|z|^2}$, and

$$
\langle\mathcal D(z)\rangle=e^{-|z|^2(\bar n+1/2)}.
$$

With $\theta_q=\hbar\omega_q/2kT$ and $\bar n_q+\frac12=\frac12\coth\theta_q$, the product over modes is

$$
C(s)=\exp\left\{-\sum_qS_q\left[\coth\theta_q\,(1-\cos\omega_qs)+i\sin\omega_qs\right]\right\}. \tag{3}
$$

For a mode with $S=0.7$ and $\hbar\omega=50$ meV at 450 K, an explicit trace of oscillator matrices agrees with this expression to within $10^{-8}$ at three different times.

When the modes have lost their relative phases, $C$ does not quite vanish. It tends to $\exp(-\sum S_q\coth\theta_q)$. This remainder describes motion that leaves the phonon state unchanged, and it belongs to coherent band motion rather than to hopping. In the example $\sum S_q=24.57$, so the remainder is below $e^{-24.57}\approx2\times10^{-11}$. It is dropped.

### Shifting the time contour

The integrand (3) oscillates, but it is an analytic function of $s$. The path of integration can therefore be moved to $s=t-i\hbar/2kT$ with $t$ real, apart from end contributions of the size already dropped. Then $\omega s=\omega t-i\theta$, and

$$
\cos\omega s=\cos\omega t\cosh\theta+i\sin\omega t\sinh\theta,
$$
$$
\sin\omega s=\sin\omega t\cosh\theta-i\cos\omega t\sinh\theta .
$$

In the exponent the terms in $\sin\omega t$ are $iS\cosh\theta-iS\cosh\theta=0$. The terms in $\cos\omega t$ have the coefficient

$$
S\left(\frac{\cosh^2\theta}{\sinh\theta}-\sinh\theta\right)=\frac{S}{\sinh\theta}.
$$

The exponent is thus $-S\coth\theta+S\cos\omega t/\sinh\theta$. Adding and subtracting $S/\sinh\theta$, and using $\coth\theta-1/\sinh\theta=\tanh(\theta/2)$, gives

$$
k=\frac{J^2}{\hbar^2}\,e^{-\sum S_q\tanh(\theta_q/2)}
\int_{-\infty}^{\infty}dt\,
\exp\left[-\sum_q\frac{S_q(1-\cos\omega_qt)}{\sinh\theta_q}\right]. \tag{4}
$$

The integrand is now real and positive, with its largest value at $t=0$.

### The high-temperature limit

Let $\theta_q\ll1$. The exponent in front becomes

$$
\sum_qS_q\frac{\theta_q}{2}=\sum_q\frac{S_q\hbar\omega_q}{4kT}=\frac{\lambda}{4kT}.
$$

Near $t=0$, $1-\cos\omega t\approx\omega^2t^2/2$ and $\sinh\theta\approx\hbar\omega/2kT$, so the exponent under the integral is

$$
-\sum_qS_q\frac{\omega_q^2t^2}{2}\,\frac{2kT}{\hbar\omega_q}
=-\frac{\lambda kT}{\hbar^2}t^2 .
$$

The Gaussian integral equals $\hbar\sqrt{\pi/\lambda kT}$. Hence

$$
k=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}\;e^{-\lambda/4kT}. \tag{5}
$$

This is the nonadiabatic Marcus rate. Replacing the cosine by a parabola requires the Gaussian to be narrow compared with a phonon period, that is, $\hbar\omega\ll\sqrt{2\lambda kT}$. It also requires the phonon band to be wide enough to suppress the later peaks near multiples of the period.

### From the rate to the mobility

Let the sites form an fcc lattice with cubic constant $a$. Each site has twelve neighbours, at $(\pm a/2,\pm a/2,0)$ and the permutations of these positions. The lattice is assumed to re-equilibrate between hops, so successive hops are independent. In time $t$ the mean number of hops of each type is $kt$, and the cross terms between different hops average to zero. Eight of the twelve displacements have $x=\pm a/2$, and four have $x=0$:

$$
\langle x^2\rangle=8\,\frac{a^2}{4}\,kt=2a^2kt .
$$

Since $\langle x^2\rangle=2Dt$, the diffusion coefficient is $D=a^2k$.

The Einstein relation follows from equilibrium. In a uniform field $F$ along $x$, the particle current is $-D\,dn/dx+\mu nF$, where $n$ is the density. If walls prevent a steady current, this sum vanishes. The carriers are dilute, so their density follows the Boltzmann law with potential energy $-eFx$: $n\propto e^{eFx/kT}$ and $dn/dx=(eF/kT)n$. Therefore

$$
\mu=\frac{eD}{kT}=\frac{ea^2k}{kT}. \tag{6}
$$

Inserting (5) gives (1). The time integral contributes $T^{-1/2}$ and the Einstein relation contributes $T^{-1}$.

With $\beta=1/kT$, $\ln\mu$ equals a constant plus $\frac32\ln\beta-\beta\lambda/4$. Its slope is

$$
-\frac{d\ln\mu}{d\beta}=\frac{\lambda}{4}-\frac32kT. \tag{7}
$$

At 600 K this is $0.3000-0.0776=0.2224$ eV, which accounts for the opening numbers. Plotting $\ln(\mu T^{3/2})$ recovers $\lambda/4$ within this law. The slope (7) vanishes at $kT=\lambda/6$, a formal maximum that lies at 2321 K in the example, far above the temperatures considered.

### The numbers at 600 K

The example has $\lambda=1.20$ eV, $J=5.0$ meV and $a=0.44$ nm. The rate prefactor is

$$
\frac{(0.0050\ \mathrm{eV})^2}{6.582\times10^{-16}\ \mathrm{eV\,s}}
\sqrt{\frac{\pi}{1.20\times0.05170\ \mathrm{eV}^2}}
=2.70\times10^{11}\ \mathrm{s^{-1}} .
$$

The barrier is $5.802\,kT$, so the activated factor is $3.02\times10^{-3}$ and $k=8.16\times10^{8}$ s$^{-1}$. Then

$$
D=(4.4\times10^{-8}\ \mathrm{cm})^2\,k=1.58\times10^{-6}\ \mathrm{cm^2/s},
$$
$$
\mu=\frac{1.58\times10^{-6}\ \mathrm{cm^2/s}}{0.0517\ \mathrm V}
=3.06\times10^{-5}\ \mathrm{cm^2/Vs}.
$$

The total rate of leaving a site is $12k\approx10^{10}$ s$^{-1}$, or one hop in about 100 ps. A phonon period at 50 meV is about 0.08 ps. The assumption of re-equilibration is therefore reasonable if the local distortion relaxes well within the thousand or so periods between hops, but the harmonic model alone does not fix that relaxation time in a real solid.

## Second derivation: classical crossings and drift

The symbols keep their meanings: $J$ is the coupling, $\lambda=\sum S_q\hbar\omega_q$ the reorganization energy, $S_q=g_q^2$ the squared mode displacement, $k$ the rate to one neighbour and $a$ the cubic constant of the fcc site lattice. The first derivation gave

$$
k=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}e^{-\lambda/4kT},
\qquad \mu=\frac{ea^2k}{kT}.
$$

Both results are now obtained again, from a classical lattice and from the drift velocity in a field.

### The distribution of the energy gap

Treat each $b_q$ as a classical complex amplitude. The energy gap between the two carrier positions, for a given lattice configuration, is

$$
X=H_f-H_i=\sum_q\hbar\omega_q\left(S_q-2g_q\,\mathrm{Re}\,b_q\right).
$$

The mode energy is $\hbar\omega_q|b_q|^2$. The Boltzmann distribution therefore makes $\mathrm{Re}\,b_q$ and $\mathrm{Im}\,b_q$ independent Gaussian variables of mean zero and variance $kT/2\hbar\omega_q$. Thus $X$ is Gaussian, with mean $\lambda$ and variance

$$
\sum_q4(\hbar\omega_q)^2S_q\frac{kT}{2\hbar\omega_q}=2\lambda kT .
$$

The carrier can change site with conservation of energy when $X=0$. The probability density there is

$$
p(0)=\frac{1}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{\lambda^2}{2(2\lambda kT)}\right]
=\frac{e^{-\lambda/4kT}}{\sqrt{4\pi\lambda kT}} . \tag{8}
$$

At 600 K the standard deviation of the gap is 0.352 eV, while its mean is 1.20 eV. A hop waits for a rare thermal fluctuation that brings the two energies together.

### The hop at a crossing

From $\dot b_q=-i\omega_qb_q$, the gap changes at the rate $v=\dot X=-2\sum\hbar\omega_q^2g_q\,\mathrm{Im}\,b_q$. This depends on the imaginary parts alone, so it is independent of $X$ at the same instant. Call its distribution $w(v)$. Crossings with velocity between $v$ and $v+dv$ occur at the rate $p(0)w(v)|v|dv$.

Near one crossing write $X=vt$. To first order in $J$, the amplitude for transfer is

$$
c=-\frac{iJ}{\hbar}\int_{-\infty}^{\infty}e^{ivt^2/2\hbar}\,dt .
$$

The squared modulus of the integral is $2\pi\hbar/|v|$, so the probability is $P=2\pi J^2/\hbar|v|$. If different crossings add without interference,

$$
k=\int p(0)\,w(v)\,|v|\,\frac{2\pi J^2}{\hbar|v|}\,dv
=\frac{2\pi J^2}{\hbar}\,p(0). \tag{9}
$$

Slow crossings are rarer but more effective, and the two dependences on $v$ cancel. This is why the phonon frequency is absent from the rate. Substitution of (8), with $2\pi/\sqrt{4\pi}=\sqrt\pi$, gives the Marcus rate again. Its factor $T^{-1/2}$ now has a direct meaning: the gap distribution broadens on heating, and its normalization falls as the inverse of its width.

The Marcus hopping rate has now been obtained twice, from quantum phonons and from classical crossings, but the mobility only from diffusion and the Einstein relation. It remains to derive the mobility from the drift velocity in a field, and to examine the effects of nuclear tunnelling, stronger coupling, strong fields and disorder.

All numerical values are calculated from the stated model.
